# Fermi energy of a two-valley silicon subband, and where it applies: a program that tests the result

```python
"""
Result under test: electrons of sheet density n in ONE parabolic subband with
2 spins, 2 valleys and in-plane mass m have, at zero temperature,
    E_F = pi hbar^2 n / (2 m)      (measured from the subband bottom).
Also tested: thermal, valley-splitting and nonparabolic corrections, exchange
shifts, and whether a silicon delta layer really fills only one subband.
Units inside: nm, eV.  n: electrons per nm^2.  Masses: free-electron masses.
Front valleys: 2, heavy mass along the layer normal z.
Side valleys: 4, light mass along z, elliptic in the plane.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, ellipkm1

q = const.e
H2M = const.hbar**2 / (2 * const.m_e) / q * 1e18       # hbar^2/2m_e, eV nm^2
KB = const.k / q                                       # eV/K
HARTREE = const.physical_constants["Hartree energy in eV"][0]
M_LIGHT, M_HEAVY, EPS_R = 0.19, 0.92, 11.7
POISSON = q / (const.epsilon_0 * EPS_R) * 1e9          # e^2/eps, eV nm
n_cm = 1e13
n = n_cm * 1e-14
M_SIDE = np.sqrt(M_LIGHT * M_HEAVY)


def dos(mass, valleys):
    """Two-dimensional density of states with spin, per eV per nm^2."""
    return 2 * valleys * mass / (4 * np.pi * H2M)


# ---------- one subband: closed formulas ----------
D_front = dos(M_LIGHT, 2)
EF = np.pi * n * H2M / M_LIGHT
kF = np.sqrt(np.pi * n)

# ---------- explicit filling of plane waves in a large square ----------
side = 2000.0
k_axis = 2 * np.pi / side * np.arange(-450, 451)
kx2, ky2 = np.meshgrid(k_axis**2, k_axis**2)
levels = (H2M * (kx2 + ky2) / M_LIGHT).ravel()
pairs = int(round(n * side**2 / 2))                    # two spins per orbital


def fill_two_valleys(splitting):
    both = np.concatenate([levels, levels + splitting])
    return np.partition(both, pairs - 1)[pairs - 1]


EF_count = fill_two_valleys(0.0)
assert abs(EF_count / EF - 1) < 2e-3                   # finite-square error
split = 0.010
EF_split = EF + split / 2
EF_split_count = fill_two_valleys(split)
assert abs(EF_split_count / EF_split - 1) < 2e-3
ellipse = H2M * (kx2 / M_HEAVY + ky2 / M_LIGHT)
side_count = 8 * np.count_nonzero(ellipse < EF) / side**2
assert abs(side_count / (dos(M_SIDE, 4) * EF) - 1) < 2e-3

# ---------- temperature and nonparabolicity ----------


def mu_thermal(temp):
    kt = KB * temp
    return EF + kt * np.log1p(-np.exp(-EF / kt))


for temp in (77.0, 300.0):
    kt, mu = KB * temp, mu_thermal(temp)
    integral = quad(lambda e: D_front / (1 + np.exp((e - mu) / kt)),
                    0, mu + 40 * kt, points=[mu], epsabs=1e-12)[0]
    assert abs(integral / n - 1) < 1e-7
alpha = 0.5
EF_nonpar = (np.sqrt(1 + 4 * alpha * EF) - 1) / (2 * alpha)
filled = quad(lambda e: D_front * (1 + 2 * alpha * e), 0, EF_nonpar)[0]
assert abs(filled / n - 1) < 1e-9

# ---------- bare exchange in a strictly two-dimensional subband ----------
coulomb = POISSON / (4 * np.pi)
x_bottom = -coulomb * kF
x_edge = 2 / np.pi * x_bottom


def exchange_quadrature(k):
    def ring(p):
        return 4 * p * ellipkm1(((k - p) / (k + p))**2) / (k + p)
    return -coulomb / (2 * np.pi) * quad(ring, 0, kF, limit=200)[0]


assert abs(exchange_quadrature(0.0) / x_bottom - 1) < 1e-7
assert abs(exchange_quadrature(kF) / x_edge - 1) < 1e-5

# ---------- scattering width from a rough mobility ----------
mobility = 100.0                                       # cm^2/Vs
tau = mobility * 1e-4 * M_LIGHT * const.m_e / q
width = const.hbar / tau / q
kF_path = 2 * EF / width

# ---------- Schroedinger solver and self-consistent Hartree layer ----------


def bound_states(potential, dz, mass_z, count=8):
    t = H2M / (mass_z * dz**2)
    energy, psi = eigh_tridiagonal(potential + 2 * t,
                                   -t * np.ones(len(potential) - 1),
                                   select="i", select_range=(0, count - 1))
    return energy, psi**2 / dz


def hartree_layer(box, points, temp):
    """Donor sheet at the centre of a hard-walled silicon box."""
    dz = box / (points + 1)
    z = dz * (np.arange(points) - points // 2)
    kernel = POISSON / 2 * np.abs(z[:, None] - z[None, :]) * dz
    donors = np.zeros(points)
    donors[points // 2] = n / dz
    density = np.exp(-np.abs(z) / 2.0)
    density *= n / (density.sum() * dz)
    kt = KB * temp
    weights = np.repeat([D_front, dos(M_SIDE, 4)], 8)
    for _ in range(1500):
        potential = kernel @ (donors - density)
        e_front, p_front = bound_states(potential, dz, M_HEAVY)
        e_side, p_side = bound_states(potential, dz, M_LIGHT)
        energy = np.concatenate([e_front, e_side])

        def occupation(mu):
            return weights * kt * np.logaddexp(0, (mu - energy) / kt)
        mu = brentq(lambda m: occupation(m).sum() - n,
                    energy.min() - 1, energy.min() + 1, xtol=1e-13)
        occ = occupation(mu)
        new = np.hstack([p_front, p_side]) @ occ
        error = np.abs(new - density).sum() * dz / n
        if error < 1e-5:
            break
        density = density + 0.04 * (new - density)
    assert error < 1e-5, "Hartree iteration did not converge"
    return dict(EF=mu - e_front[0], front2=e_front[1] - e_front[0],
                side1=e_side[0] - e_front[0], share=occ[0] / n,
                share_front2=occ[1] / n, share_side=occ[8:].sum() / n,
                depth=potential[0] - potential[points // 2])


# Solver against Airy levels of the unscreened V-shaped well
slope = POISSON * n / 2
zeros_ai, zeros_aip = ai_zeros(1)[:2]
dz_test = 0.05
z_test = dz_test * np.arange(-300, 301)
airy = {}
for name, mass in (("front", M_HEAVY), ("side", M_LIGHT)):
    scale = (H2M / mass * slope**2)**(1 / 3)
    airy[name] = np.array([-zeros_aip[0], -zeros_ai[0]]) * scale
    numeric = bound_states(slope * np.abs(z_test), dz_test, mass, 2)[0]
    assert np.max(np.abs(numeric - airy[name])) < 5e-4  # grid error

thick = hartree_layer(40.0, 319, 4.2)
check = hartree_layer(50.0, 319, 4.2)
assert abs(thick["EF"] - check["EF"]) < 1e-3            # box and grid error
assert thick["share"] < 0.9                            # one subband is not enough
assert thick["depth"] < 1.0                            # below the silicon gap
film = hartree_layer(4.0, 79, 4.2)
assert film["share"] > 0.999 and abs(film["EF"] - EF) < 1e-4
warm = hartree_layer(4.0, 79, 300.0)


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print(f"Sheet density: {n_cm:.1e} cm^-2")
show("In-plane mass", M_LIGHT, "m_e")
show("Heavy mass", M_HEAVY, "m_e")
show("Side-valley in-plane DOS mass", M_SIDE, "m_e", 3)
show("Relative permittivity", EPS_R, "", 1)
show("hbar^2/(2 m_e)", H2M, "eV nm^2", 5)
print(f"DOS, one two-valley subband: {D_front*1e14:.4e} eV^-1 cm^-2")
show("Fermi wave number", kF, "nm^-1", 4)
show("Fermi wavelength", 2 * np.pi / kF, "nm")
show("Fermi energy, formula", EF * 1e3, "meV")
print(f"Fermi energy, formula: {EF/HARTREE:.4e} hartree")
show("Fermi energy, counted states", EF_count * 1e3, "meV")
show("Fermi energy if valley factor forgotten", 2 * EF * 1e3, "meV")
show("kT at 300 K", KB * 300 * 1e3, "meV")
show("One-subband chemical potential, 77 K", mu_thermal(77) * 1e3, "meV")
show("One-subband chemical potential, 300 K", mu_thermal(300) * 1e3, "meV")
show("Trial valley splitting", split * 1e3, "meV", 1)
show("Fermi level above lower valley, formula", EF_split * 1e3, "meV")
show("Fermi level above lower valley, counted", EF_split_count * 1e3, "meV")
show("Nonparabolicity", alpha, "eV^-1", 1)
show("Nonparabolic Fermi energy", EF_nonpar * 1e3, "meV")
show("Bare 2D exchange at subband bottom", x_bottom * 1e3, "meV", 1)
show("Bare 2D exchange at Fermi edge", x_edge * 1e3, "meV", 1)
show("Rough mobility", mobility, "cm^2/Vs", 0)
show("Scattering time", tau * 1e15, "fs", 1)
show("Level width hbar/tau", width * 1e3, "meV", 1)
show("kF times mean free path", kF_path, "")
show("Field beside bare donor sheet", slope * 10, "MV/cm", 3)
show("Bare V well, front 1", airy["front"][0] * 1e3, "meV", 1)
show("Bare V well, front 2", airy["front"][1] * 1e3, "meV", 1)
show("Bare V well, side 1", airy["side"][0] * 1e3, "meV", 1)
for title, r in (("Thick Si 4.2 K", thick), ("4 nm film 4.2 K", film),
                 ("4 nm film 300 K", warm)):
    show(title + ", Fermi level above front 1", r["EF"] * 1e3, "meV", 1)
    show(title + ", front 2 above front 1", r["front2"] * 1e3, "meV", 1)
    show(title + ", side 1 above front 1", r["side1"] * 1e3, "meV", 1)
    show(title + ", share in front 1", r["share"] * 100, "%", 1)
    show(title + ", share in front 2", r["share_front2"] * 100, "%", 1)
    show(title + ", share in side valleys", r["share_side"] * 100, "%", 1)
show("Thick Si, Hartree well depth", thick["depth"] * 1e3, "meV", 1)
show("Thick Si, Fermi level in second box", check["EF"] * 1e3, "meV", 1)
print("PASS")
```

Printed output:

```
Sheet density: 1.0e+13 cm^-2
In-plane mass: 0.19 m_e
Heavy mass: 0.92 m_e
Side-valley in-plane DOS mass: 0.418 m_e
Relative permittivity: 11.7
hbar^2/(2 m_e): 0.03810 eV nm^2
DOS, one two-valley subband: 1.5874e+14 eV^-1 cm^-2
Fermi wave number: 0.5605 nm^-1
Fermi wavelength: 11.21 nm
Fermi energy, formula: 63.00 meV
Fermi energy, formula: 2.3151e-03 hartree
Fermi energy, counted states: 62.98 meV
Fermi energy if valley factor forgotten: 125.99 meV
kT at 300 K: 25.85 meV
One-subband chemical potential, 77 K: 63.00 meV
One-subband chemical potential, 300 K: 60.63 meV
Trial valley splitting: 10.0 meV
Fermi level above lower valley, formula: 68.00 meV
Fermi level above lower valley, counted: 67.98 meV
Nonparabolicity: 0.5 eV^-1
Nonparabolic Fermi energy: 61.13 meV
Bare 2D exchange at subband bottom: -69.0 meV
Bare 2D exchange at Fermi edge: -43.9 meV
Rough mobility: 100 cm^2/Vs
Scattering time: 10.8 fs
Level width hbar/tau: 60.9 meV
kF times mean free path: 2.07
Field beside bare donor sheet: 0.773 MV/cm
Bare V well, front 1: 64.0 meV
Bare V well, front 2: 146.8 meV
Bare V well, side 1: 108.2 meV
Thick Si 4.2 K, Fermi level above front 1: 27.8 meV
Thick Si 4.2 K, front 2 above front 1: 40.2 meV
Thick Si 4.2 K, side 1 above front 1: 19.8 meV
Thick Si 4.2 K, share in front 1: 44.2 %
Thick Si 4.2 K, share in front 2: 0.0 %
Thick Si 4.2 K, share in side valleys: 55.8 %
4 nm film 4.2 K, Fermi level above front 1: 63.0 meV
4 nm film 4.2 K, front 2 above front 1: 87.8 meV
4 nm film 4.2 K, side 1 above front 1: 98.6 meV
4 nm film 4.2 K, share in front 1: 100.0 %
4 nm film 4.2 K, share in front 2: 0.0 %
4 nm film 4.2 K, share in side valleys: 0.0 %
4 nm film 300 K, Fermi level above front 1: 42.2 meV
4 nm film 300 K, front 2 above front 1: 88.7 meV
4 nm film 300 K, side 1 above front 1: 98.7 meV
4 nm film 300 K, share in front 1: 74.4 %
4 nm film 300 K, share in front 2: 6.3 %
4 nm film 300 K, share in side valleys: 19.3 %
Thick Si, Hartree well depth: 96.8 meV
Thick Si, Fermi level in second box: 27.8 meV
PASS
```
